Mixed-reference spin-flip response: restored partners and the incomplete closed-to-virtual class, part 1

(Sections cited here and not found follow in the second part.)

**Part I. Spin-flip determinants, the two-component ensemble and the partner coupling**

Take the germanium atom with four valence electrons in the LANL2DZ basis and core potential, and start from the restricted open-shell Hartree–Fock (ROHF) triplet 4s²4p_x4p_y. Ordinary spin-flip configuration interaction singles gives a root 0.0199 Eh above the reference with <S²> = 1.0000, which is the value of no spin multiplet. When the Ms = −1 component of the triplet is admitted as a second reference and H is diagonalized among the flips of both, this root is replaced by a triplet at 0.0000 Eh and a singlet at 0.0396 Eh, with <S²> = 2 and 0. The same treatment fails to repair the 4s→4p_z root. It appears at 0.3064 Eh in both the "singlet" and the "triplet" problem, and both copies have <S²> = 2.0000. One copy is an eigenfunction of S², while for the other the norm of (S² − 2)ψ is 2.83. The difference between the two excitations is fixed by the number of singly occupied orbitals that each one creates.

**Setting and matrix-element rules**

Hartree atomic units are used. The orbitals are real, orthonormal and common to both spins. There are n_c closed orbitals i, j (set C), two open orbitals x, y (set O) and n_v virtual orbitals a, b (set V). The labels u, w run over x, y, and ū is the open orbital other than u. The symbol p†σ creates and pσ annihilates an electron in orbital p with spin σ. The Hamiltonian is spin-free,

(1)  H = Σ h_pq p†σ qσ + ½ Σ (pq|rs) p†σ r†τ sτ qσ,

with (pq|rs) = ∫∫ φp(1)φq(1) φr(2)φs(2)/r12. Capital letters denote spin orbitals, <CD|KL> is (ck|dl) times the spin overlaps of C with K and of D with L, and <CD||KL> = <CD|KL> − <CD|LK>. For a determinant Φ with occupied K, L and empty C, D, three rules follow from (1).

(2a)  <C†D†LK Φ|H|Φ> = <CD||KL>
(2b)  <C†K Φ|H|Φ> = F_CK = h_CK + Σ_M <CM||KM>,  M occupied in Φ
(2c)  zero if the determinants differ in three or more spin orbitals.

For (2a), the terms of (1) that contribute must create C, D and destroy K, L. There are four such terms. Reordered to C†D†LK they carry the signs +, +, −, −, and with the factor ½ they sum to <CD|KL> − <CD|LK>. For (2b), one occupied M is destroyed and created again, and the same reordering gives <CM||KM>. Rule (2c) holds because (1) moves at most two electrons. If both are destroyed and restored, one obtains the energy E = Σ h_KK + ½ Σ <KL||KL>. One special case recurs. Since K D† = −D† K for K ≠ D, we have (C†K)(D†L) = −C†D†KL = C†D†LK. For one α and one β replacement the exchange term of (2a) vanishes by spin, so

(3)  <(p†α qα)(r†β sβ)Φ|H|Φ> = (pq|rs).

The references are

(4)  Φ+ = x†α y†α|core>,  Φ− = ½ S−² Φ+ = x†β y†β|core>,  |core> = Π_i i†α i†β|0>.

Here S− = Σ p†β pα. It annihilates a closed pair, because i†β iα i†α i†β = i†β i†β = 0. Acting once it gives x†β y†α + x†α y†β, and acting twice it gives 2x†β y†β. A product of two fermion operators commutes with any operator on other spin orbitals, so closed pairs are moved freely below.

**The spin-flip matrix of one reference**

The single α→β flips of Φ+ have Ms = 0:

(5)  d_pq = q†β pα Φ+,  p in C or O,  q in O or V.

There are (n_c + 2)(n_v + 2) of them, in the classes OO, CO, OV and CV. In the Tamm–Dancoff form the excitation energies are the eigenvalues of A = <d|H − E0|d>, where E0 is the energy of Φ+. Write Φ_I^A = A†IΦ and use the Fock matrix F of Φ. There are four cases.

For I ≠ J and A ≠ B, A†J†BI·B†JΦ = −A†J†IJΦ = A†IΦ, so (2a) gives <AJ||IB>.

For I = J and A ≠ B, Φ_I^A = A†B Φ_I^B. Rule (2b) needs the Fock matrix of Φ_I^B, which lacks I and contains B. It gives F_AB − <AI||BI> + <AB||BB> = F_AB + <AI||IB>, since <AB||BB> = 0.

For A = B and I ≠ J, J†I·A†JΦ = A†J†IJΦ = −A†IΦ, so the element is −(F_JI − <JJ||IJ> + <JA||IA>) = −F_JI + <AJ||IA>.

On the diagonal, removing I costs −F_II. Adding A then costs F_AA − <AI||AI>, because A no longer interacts with I. The sum is F_AA − F_II + <AI||IA>.

All four cases are δ_IJ F_AB − δ_AB F_JI + <AJ||IB>. With I, J of spin α and A, B of spin β, the direct part <AJ|IB> vanishes by spin and −<AJ|BI> remains:

(6)  A_pq,p′q′ = δ_pp′ F^β_qq′ − δ_qq′ F^α_pp′ − (pp′|qq′).

The two Fock matrices of Φ+ differ by the exchange with the open α electrons:

(7)  F^β_pq − F^α_pq = Σ_u (pu|uq).

**S² within one spatial configuration**

A spatial configuration fixes which orbitals are doubly, singly and not occupied. Spin operators do not change it, so S² has no elements between different configurations. For n singly occupied orbitals m1 … mn define the kets

(8)  |σ1 … σn> = m1†σ1 … mn†σn |closed pairs>.

The pair m†β mα replaces m†α by m†β in place with no sign, so S± act on (8) as on n spins ½. For two spins, s·s′ is ¼ on the symmetric triplet and −¾ on the antisymmetric singlet, which means s·s′ = P/2 − ¼ with P the exchange of the two spin labels. Then S² = 3n/4 + 2Σ(P_mn/2 − ¼) over the n(n − 1)/2 pairs:

(9)  S² = n(4 − n)/4 + Σ_{m<n} P_mn.

A CO flip i→u leaves i and ū singly occupied, and an OV flip u→a leaves ū and a. These configurations have n = 2 and two Ms = 0 determinants, of which (5) contains one. A CV flip i→a leaves x, y, a, i singly occupied, so n = 4, there are 4!/(2!2!) = 6 determinants, and (5) again contains one. In a single ket <P_mn> is 1 for parallel and 0 for antiparallel spins. Hence <S²> = 1 for CO and OV determinants, and <S²> = 2 for CV determinants, which have two parallel pairs.

**Spin reversal**

Let U = exp(−iπS_y). On one spin it is cos(π/2) − iσ_y sin(π/2) = −iσ_y, which sends α to β and β to −α:

(10)  U p†α U† = p†β,  U p†β U† = −p†α,

and likewise for the annihilators. A closed pair is invariant, since i†β(−i†α) = i†α i†β. Therefore UΦ+ = Φ−. U commutes with H and S² because it is a function of S_y. On Ms = 0 states of spin S,

(11)  U = (−1)^S.

The matrix of S_y inside a multiplet depends on S alone, so (11) may be proved on one representative, 2S parallel spins. Its Ms = 0 member is the symmetric sum of all strings with S letters α and S letters β. U sends each string to its complement with one factor −1 for each β, and the sum of complements is the same sum. On Ms = 0, then, U is real, symmetric and U² = 1. Functions with U = +1 are called even (S = 0, 2, …) and those with U = −1 odd (S = 1, 3, …). The partner of a flip is, by (10),

(12)  d̄_pq = U d_pq = −q†α pβ Φ−,

which is a single β→α flip of the other reference.

**What the ensemble supplies**

The mixed reference is the ensemble ½|Φ+><Φ+| + ½|Φ−><Φ−|. Its one-particle density matrix γ is diagonal, with occupation 1 on closed spin orbitals and ½ on xα, xβ, yα, yβ. The spin density vanishes, and Tr(γ − γ²) = 4(½ − ¼) = 1. A determinant has γ² = γ, so this γ belongs to no determinant.

An ensemble average is linear in the statistical operator, and so is its first-order change. For a one-body spin-flip perturbation B, the resonant part of the response that ends in Ms = 0 states is

(13)  χ(ω) = ½ Σ_n |<n|B|Φ+>|²/(ω − ω_n) + ½ Σ_n |<n|B|Φ−>|²/(ω − ω_n).

In the Tamm–Dancoff approximation applied to each component, the states n of the first sum diagonalize H among the d and those of the second among the d̄. The ensemble therefore brings in every partner (12). It has no term |Φ+><Φ−|, and outside OO (13) contains no element of H between a d and a d̄. Moreover

(14)  <d̄_m|H − E0|d̄_k> = <d_m|U†(H − E0)U|d_k> = A_mk,

where m, k are compound labels. At this level the ensemble response has the poles of ordinary spin-flip theory, each one twice, and no multiplet splitting is gained. Two further steps define the mixed-reference spin-flip (MRSF) problem in its wave-function limit: the duplicated functions are removed, and H is diagonalized in the span of all d and d̄, which brings in the cross-reference or spin-pairing coupling.

**The OO class is duplicated**

Since xα x†α y†α = y†α and yα x†α y†α = −x†α,

(15)  uα Φ+ = s_u ū†α|core>,  s_x = +1,  s_y = −1.

Acting on |core>, the four OO flips are

(16)  d_xy = −y†α y†β,  d_yx = x†α x†β,  d_xx = x†β y†α,  d_yy = x†α y†β.

These are all the Ms = 0 determinants with two electrons in x, y. The first two are closed shells and are fixed by U. By (10), U d_xx = −x†α y†β = −d_yy and U d_yy = −d_xx. Each OO partner is thus a determinant already present, and the 2(n_c + 2)(n_v + 2) vectors obey four linear relations. Outside OO there is no further relation: a d has either both x and y in its α string (CO, CV) or a virtual orbital in its β string (OV), while a d̄ outside OO has at most one open orbital in its α string and no virtual orbital in its β string. No d̄ outside OO therefore coincides with a d. The OO functions of definite parity are

(17)  even: d_xy, d_yx, (d_xx − d_yy)/√2;  odd: T0 = (d_xx + d_yy)/√2 = S−Φ+/√2.

The even ones are singlets and T0 is the Ms = 0 component of the reference. Equations (6) and (7) confirm its energy. With K_xy = (xy|yx), A_xx,xx = (xx|xx) + K_xy − (xx|xx) = K_xy, likewise A_yy,yy = K_xy, and A_xx,yy = −K_xy. So T0 has energy ½(K_xy + K_xy − 2K_xy) = 0, and the open-shell singlet has 2K_xy.

**The CO and OV classes become complete**

For n = 2, (10) gives U|αβ> = −|βα> and U|βα> = −|αβ>, so U = −P, and (9) becomes

(18)  S² = 1 − U  (two open shells, Ms = 0).

The partner d̄ is the second determinant of the configuration. The combination (d + d̄)/√2 has S² = 0 and (d − d̄)/√2 has S² = 2. Parity fixes the spin because two open shells allow S = 0 and S = 1 and nothing else.

**The coupling between a flip and a partner**

For labels outside OO define

(19)  K_mk = <d_m|H|d̄_k> = <d_m|HU|d_k>.

K is symmetric because H and U are symmetric and commute. E0 does not enter because d_m and d̄_k are different determinants.

OV with OV. From (15), d_ua = s_u a†β ū†α|core>. From (10), d̄_wb = s_w(−b†α) w̄†β|core> = s_w w̄†β b†α|core>. The operator (ū†α bα)(a†β w̄β) turns w̄†β b†α into a†β ū†α with sign +, each pair replacing one creator in place. Both replacements are genuine, since an open and a virtual orbital differ. By (3),

(20)  K_ua,wb = s_u s_w (ū b|a w̄).

CO with CO. Let Ω = x†α x†β y†α y†β|core>, a closed shell with UΩ = Ω. Direct evaluation gives yβ Ω = x†α x†β yβ y†α y†β|core> = −x†α x†β y†α|core> = x†β Φ+, and xβ Ω = −x†α y†α y†β|core> = −y†β Φ+. Both are u†β Φ+ = s_u ūβ Ω. Then

(21)  d_iu = −iα u†β Φ+ = −s_u iα ūβ Ω,  d̄_jw = −s_w jβ(−w̄α)Ω = −s_w w̄α jβ Ω.

Apply (w̄†α iα)(j†β ūβ) to w̄α jβ Ω. The β part gives j†β ūβ jβ Ω = −ūβ Ω. The α part gives w̄†α iα w̄α = −iα on a state that contains w̄α. The two signs cancel and the result is iα ūβ Ω. By (3), and with the product s_u s_w of the prefactors in (21),

(22)  K_iu,jw = s_u s_w (i w̄|ū j).

CO with OV. Here d_iu = u†β x†α y†α iα|core>, because iα passes two creators, and d̄_wb = s_w w̄†β b†α|core>. The α strings differ in two orbitals, since x, y replace b, i. By (2c) the β strings must agree, which requires u = w̄. Then x†α y†α iα bα acting on w̄†β b†α|core> passes w̄†β without sign (four operators), bα removes b†α, and d_iu results. Rule (2a) with C = x, D = y, L = i, K = b gives

(23)  K_iu,wb = δ_u,w̄ s_w [(xb|yi) − (xi|yb)].

On the diagonal, (20) and (22) are the exchange integrals (ūa|aū) and (iū|ūi) of the two open shells. They are positive, so the even function is raised and the odd one lowered, as expected for a singlet and a triplet on the same two orbitals.

CV with anything outside OO. The determinant d_ia has the α string C − i + x + y and the β string C + a. The count is of spin orbitals occupied in the partner and empty in d_ia.

Partner of CO, d̄_jw: α string C + w, one difference (i); β string C − j + x + y, two (x, y); total three.
Partner of OV, d̄_wb: α string C + b, two (i, b); β string C + w̄, one; total three.
Partner of CV, d̄_jb: α string C + b, two; β string C − j + x + y, two; total four.

By (2c),

(24)  K_ia,k = 0 for every k outside OO,

and by symmetry the CV columns vanish too. For a CV flip and its own partner, the result can also be read from the spins. A two-body spin-free operator can exchange the spins of one pair of electrons, which is enough to join a two-open-shell determinant to its partner. Joining |ααββ> to |ββαα> takes two such exchanges. The numerical check tests (6), (11), (12), (14), (20), (22)–(24), the rank of the union and the determinant counts against explicit matrices of H, S² and U over all Ms = 0 determinants, for random integrals and for Ge.

**Part II. The closed-to-virtual class and the germanium example**

The following is taken from Part I. Orbitals are closed (i, j), open (x, y; u, w) or virtual (a, b). The flips d_pq = q†β pα Φ+ of the Ms = +1 determinant have partners d̄ = Ud, which are flips of the Ms = −1 determinant. U commutes with H, is symmetric, and equals (−1)^S at Ms = 0 (11). The matrix A of H − E0 is the same among the d and among the d̄ and is given by (6). The OO class supplies three singlets and T0 (17). In the CO and OV classes (d ± d̄)/√2 is a singlet or a triplet (18). K = <d|H|d̄> is given by (20), (22), (23) and vanishes for CV (24). Within one spatial configuration S² is given by (9) on the spin kets (8).

**The two sector matrices**

Because H commutes with U, it has no elements between even and odd functions. Let s = +1 or −1 label the sector, and let f_m = (d_m + s d̄_m)/√2 for m outside OO. Of the four terms in <f_m|H − E0|f_k>, two equal A_mk by (14). The other two equal sK_mk, since <d̄_m|H|d_k> = <d_m|UH|d_k> = K_mk. For an OO function g of parity s, <g|H|d̄_k> = <g|UH|d_k> = s<g|H|d_k>, so its two terms are equal as well. Writing g also for the column of coefficients in (17),

(25a)  <f_m|H − E0|f_k> = A_mk + s K_mk
(25b)  <g|H − E0|f_k> = (1 + s²)(gᵀA)_k/√2 = √2 (gᵀA)_k
(25c)  <g|H − E0|g′> = gᵀA g′.

With N = 2n_c + 2n_v + n_c n_v flips outside OO, the even sector has dimension N + 3 and the odd sector N + 1. By (24) the CV–CV, CV–CO and CV–OV blocks are those of A in both sectors. If point-group symmetry isolates a block made of CV functions alone, its roots are the same in the even sector, in the odd sector and in ordinary spin-flip theory.

In a symmetry block without OO functions, the lowest spin-flip root obeys an inequality. Let c be its normalized eigenvector. Then cᵀAc = ½cᵀ(A + K)c + ½cᵀ(A − K)c, and each term is bounded below by the lowest root of its sector:

(26)  E_SF ≥ ½(E_even + E_odd),

with equality when one vector is the lowest eigenvector of both sector blocks.

Adding the partner flips completes the CO and OV configurations and, through the coupling K, separates them into singlets and triplets, whereas K vanishes for the CV flips. The spin content and energies of the CV functions, and the germanium example, remain to be treated.

Numerical values quoted here were computed with a short program.
